# Ion flux beside a tilted sidewall: specular reflection and its limits, part 1

(Sections cited here and not found follow in the second part.)

## Part one: the reflected flux and the role of angular spread

A gallium nitride mesa 600 nm high stands on a flat floor in a plasma that sends down ions at a current density of 1.0 mA/cm². Its sidewall leans 8° from the vertical, so that the mesa is wider at its base than at its top. Far from the mesa the floor receives $6.242\times10^{15}$ ions per cm² per second. In a strip about 88 nm wide beside the foot of the wall, a model of vertical ions and a perfectly reflecting wall gives $1.224\times10^{16}$ per cm² per second, which is 1.96 times as much. The wall catches few ions in total, and yet in this model the floor next to it receives almost a second full dose.

The explanation needs only the geometry of a mirror and the conservation of particles. Let $x$ be the horizontal distance from the foot, positive over the open floor, and let $z$ be the height above the floor. The floor is the half-plane $z=0$, $x>0$. The wall is straight, has height $H$, and makes an angle $d$ with the vertical:

$$x=-z\tan d,\qquad 0<z<H .$$

The minus sign says that the wall recedes from the open floor as it rises. A vertical ion can therefore strike it. Everything is uniform along the third direction, parallel to the foot. The incoming ions are at first taken to be parallel and vertical, with a flux $J$, the number crossing unit horizontal area in unit time. Every ion that strikes the wall is reflected specularly, and there is no second wall in its way. An ion may lose its charge at the wall. It is still counted, because the flux meant here is that of energetic particles, charged or neutral.

The unit vector that points down along the wall is $(\sin d,-\cos d)$, with the horizontal component written first. The unit normal that points out of the solid is

$$\mathbf n=(\cos d,\ \sin d).$$

Their scalar product is $\sin d\cos d-\cos d\sin d=0$, as it must be. Specular reflection reverses the velocity component along $\mathbf n$ and leaves the component along the wall unchanged. For a direction of motion $\mathbf v$ this means

$$\mathbf v'=\mathbf v-2(\mathbf v\cdot\mathbf n)\,\mathbf n .$$

The vertical ion has $\mathbf v=(0,-1)$ and $\mathbf v\cdot\mathbf n=-\sin d$. Hence

$$\mathbf v'=(0,-1)+2\sin d\,(\cos d,\sin d)
=(2\sin d\cos d,\ -1+2\sin^2 d)=(\sin 2d,\ -\cos 2d).$$

The reflected ion travels at an angle $2d$ from the vertical, away from the wall. It moves downward as long as $\cos2d>0$, that is, for $d<45^\circ$. At 45° it leaves horizontally, and at larger tilt it goes up and misses the floor. Since $\mathbf v'\cdot\mathbf n=+\sin d$ is positive, the ion keeps moving away from the plane of the wall and does not strike it again.

Now follow an ion that would have come down at $x=-s$ if the wall had not been there. It meets the wall at the height $z=s/\tan d$. From there it falls through the height $z$ while it moves sideways by $z\tan2d$, so that it lands at

$$x=-s+z\tan 2d=s\left(\frac{\tan 2d}{\tan d}-1\right).$$

With $t=\tan d$, the double-angle formula $\tan2d=2t/(1-t^2)$ turns the bracket into

$$\frac{2}{1-t^2}-1=\frac{1+t^2}{1-t^2}
=\frac{\cos^2d+\sin^2d}{\cos^2d-\sin^2d}=\frac1{\cos2d},$$

where the third expression follows on multiplying numerator and denominator by $\cos^2d$. The landing point is therefore

$$x=\frac{s}{\cos2d}.$$

This is a uniform stretching. Ions that entered in a strip of width $ds$ come down on a strip of width $dx=ds/\cos2d$. None are lost, so the reflected flux $J_r$ on the floor satisfies $J_r\,dx=J\,ds$, and

$$J_r=J\cos 2d .$$

The direct ions continue to reach the floor, because a vertical ion above $x>0$ never meets the wall. The two contributions add:

$$F=J(1+\cos2d)\quad\text{for}\quad 0<x<w,\qquad F=J\quad\text{for}\quad x>w .$$

The outer edge $w$ of the bright patch is set by the ions that strike the very top of the wall. They enter at $s=H\tan d$, which gives

$$w=\frac{H\tan d}{\cos2d}.$$

The number of reflected ions per unit length of wall is $J_rw=JH\tan d$, which is the number that the wall intercepts.

A second way to see the factor $\cos2d$ looks at the beam rather than at single ions. A piece of wall of length $\ell$ meets the vertical beam at the grazing angle $d$ and catches a beam of width $\ell\sin d$. The reflected beam leaves at the same grazing angle, so its width is again $\ell\sin d$. A flat mirror thus keeps the flux through a plane perpendicular to the beam, here equal to $J$. The floor is not perpendicular to the reflected beam but turned from that position by $2d$, and the same ions are spread over an area larger by $1/\cos2d$. The reduction below a full second dose is this oblique arrival and nothing else.

For the mesa the numbers are as follows. The direct flux is the current density divided by the elementary charge, $J=6.242\times10^{15}$ cm⁻² s⁻¹. The added fraction is $\cos16^\circ=0.9613$, and the reflected flux is $0.9613\,J=6.000\times10^{15}$ cm⁻² s⁻¹. The sum is $1.224\times10^{16}$ cm⁻² s⁻¹. The wall catches the ions of a strip $600\ \text{nm}\times\tan8^\circ=84.32$ nm wide and lays them down on a strip $84.32\ \text{nm}/0.9613=87.72$ nm wide. Two strips of nearly equal width, one of them moved on top of the other, make nearly double flux.

For small tilt, $\cos2d=1-2\sin^2d\approx1-2d^2$ with $d$ in radians. At 8° this gives 0.9610, close to the full value. The deficit is quadratic in the tilt, whereas the width $w\approx Hd$ is linear. As the wall is made steeper, the patch becomes narrower while its flux rises toward $2J$. With the height held at 600 nm, a tilt of 2° gives a total of $1.9976\,J$ on 21.0 nm, 5° gives $1.9848\,J$ on 53.3 nm, 10° gives $1.9397\,J$ on 112.6 nm, and 20° gives $1.7660\,J$ on 285.1 nm. These values belong to the ideal beam and the ideal mirror. It will turn out that the entry for 2° is the one least to be trusted in a plasma.

The mean flux over a wide floor is hardly changed. Over a floor width $W>w$ the total number arriving is $JW+JH\tan d$, so the mean is $J(1+H\tan d/W)$. If a mirror-image wall stands on the other side of this floor, with its foot at $x=W$, the condition $W>w$ also ensures that no reflected ion reaches that wall before it lands: the ion's $x$ grows steadily up to its landing point, which lies short of $W$, and the second wall lies wholly beyond $W$. For $w<W<2w$ the patches of the two walls overlap in the middle, and the flux there is $J(1+2\cos2d)$.

The flux and the patch edge were tested by following individual rays. For each of the tilts 2°, 8°, 20° and 40°, 400,000 evenly spaced vertical rays were reflected with the vector rule, and their landing points were counted in 25 equal bins reaching out to $1.25\,w$. In the first 19 bins, which lie inside the patch, the ratio of reflected to direct flux differed from $\cos2d$ by at most $1.1\times10^{-16}$, which is rounding error. The four outermost bins, which lie beyond the patch, stayed empty.

The formula seems to promise a doubling for an arbitrarily steep wall. At $d=0$, however, a vertical ion does not touch the wall at all. For the ideal beam there is no contradiction, because the width of the patch goes to zero. For a real beam, whose ions have a spread of directions, the question has to be asked again, since a nearly vertical wall is struck by some of the ions and shadows the floor from others.

Let $\theta$ be the angle between an ion's path and the vertical, seen in the $x$–$z$ plane and counted positive when the ion moves toward the open floor. A velocity component parallel to the foot is unaffected by the reflection, because $\mathbf n$ has no such component, and it plays no part in where along $x$ the ion lands. Let $p(\theta)\,d\theta$ be the fraction of the ions crossing a horizontal plane whose angle lies in $d\theta$, so that these ions carry the flux $Jp(\theta)\,d\theta$ onto an open floor. Their direction is $\mathbf v=(\sin\theta,-\cos\theta)$, and

$$\mathbf v\cdot\mathbf n=\sin\theta\cos d-\cos\theta\sin d=\sin(\theta-d).$$

An ion can strike the wall from outside only if this is negative, hence only if $\theta<d$. The reflected direction has the components

$$v'_x=\sin\theta-2\sin(\theta-d)\cos d
=\sin\theta-\big[\sin\theta+\sin(\theta-2d)\big]=\sin(2d-\theta),$$

$$v'_z=-\cos\theta-2\sin(\theta-d)\sin d
=-\cos\theta-\big[\cos(\theta-2d)-\cos\theta\big]=-\cos(2d-\theta).$$

The reflected angle is therefore $2d-\theta$, the mirror image of $\theta$ about the wall direction $d$. For $\theta=0$ it is $2d$, as before.

The reflected flux on the floor follows from the beam argument. The flux $Jp\,d\theta$ through a horizontal plane corresponds to $Jp\,d\theta/\cos\theta$ through a plane perpendicular to the beam. The mirror preserves the latter, and the floor receives it multiplied by $\cos(2d-\theta)$.

Consider now a point of the floor very close to the foot. A direct ion with angle $\theta$ that arrives at $x$ was at $x-z\tan\theta$ when its height was $z$. For $\theta>d$ this line runs into the wall at $z=x/(\tan\theta-\tan d)$, which is below $H$ once $x$ is small enough. Such ions are shadowed. Direct ions with $\theta<d$ arrive freely. The same ions also strike the wall, and those that strike it low down land near the foot. In the limit $x\to0$, then,

$$\frac{F}{J}=\int_{\theta<d}p(\theta)\left[1+\frac{\cos(2d-\theta)}{\cos\theta}\right]d\theta ,$$

provided that $p$ is negligible where $2d-\theta$ would exceed 90°.

Two limits show what this means. Expanding the cosine of the difference gives

$$\frac{\cos(2d-\theta)}{\cos\theta}=\cos2d+\sin2d\,\tan\theta .$$

If the spread is much smaller than $d$, practically all ions satisfy $\theta<d$. For a distribution symmetric about the vertical the term with $\tan\theta$ averages to zero, and the result $1+\cos2d$ returns without any correction from the width of the distribution. If instead $d=0$, the bracket equals 2 and half of a symmetric distribution is admitted, so that $F=J$. The vertical wall hides half of the ions from the foot and replaces them by the mirror image of the other half. There is no doubling.

Between these limits, take a Gaussian $p$ with standard deviation $\sigma$, and let $\sigma$ and $d$ both be small on the scale of a radian. The ratio of cosines is then close to 1, and

$$\frac FJ\approx2\,\Phi\!\left(\frac d\sigma\right),\qquad
\Phi(u)=\frac1{\sqrt{2\pi}}\int_{-\infty}^{u}e^{-y^2/2}\,dy .$$

The doubling therefore requires a tilt that is small compared with a radian but large compared with the angular spread of the ions.

Random rays confirm this. With $\sigma=2^\circ$ held fixed, three million rays were sent down for each of three tilts, and arrivals were counted in a strip $0.004\,H$ wide beside the foot, with shadowing and reflection included. For $d/\sigma=0.2$, 1.0 and 3.0 the counted flux was 1.158, 1.678 and 1.970 times $J$, and $2\Phi$ is 1.159, 1.683 and 1.997. The larger difference in the last case is mainly the factor $\cos2d$ at a tilt of 6°, which $2\Phi$ leaves out. The counts agreed with the full integral to within the tolerance of 0.025 set for counting noise and the finite strip.

## Part two: bent walls, imperfect mirrors and the plasma

The symbols carried over are these. A wall of height $H$ leans by $d$ from the vertical away from the open floor, whose points have $x>0$; heights are $z$. Vertical ions of flux $J$ and energy $E$ that reflect specularly add the flux $J_r=J\cos2d$ out to $x=w=H\tan d/\cos2d$. An ion entering at $x=-s$ strikes a straight wall at $z=s/\tan d$. If the ions have a Gaussian spread of angles $\theta$ with standard deviation $\sigma$, both angles being small, the flux at the foot is about $2J\Phi(d/\sigma)$, with $\Phi$ the normal distribution function. The example has $H=600$ nm, $d=8^\circ$ and $E=200$ eV, for which $J_r/J=0.961$ and $w=87.7$ nm.

The spread in the example follows from the sideways thermal motion that the ions bring into the sheath, the layer in front of the surface where the voltage accelerates them. Let $T$ be the transverse ion temperature in energy units and $M$ the ion mass. The mean square of one transverse velocity component is $T/M$. The vertical velocity after acceleration is close to $\sqrt{2E/M}$. The angle is nearly the ratio of the two, so

$$\sigma=\sqrt{\frac{T/M}{2E/M}}=\sqrt{\frac{T}{2E}} .$$

With the rough value $T=0.10$ eV this is $\sqrt{0.10/400}$ rad, or 0.91°. The tilt is almost nine times as large, and the full integral over angles gives 1.9613 for the flux ratio at the foot, the value of the ideal beam. The outer edge of the patch does feel the spread. An ion that strikes the wall top with angle $\theta$ leaves at $2d-\theta$ and lands at $x=H[\tan(2d-\theta)-\tan d]$. The derivative of this with respect to $\theta$ at $\theta=0$ is $-H/\cos^22d$, so the edge is blurred by

$$\delta x=\frac{H\sigma}{\cos^2 2d}=10.3\ \text{nm}$$

for one standard deviation. For small angles $\delta x/w\approx\sigma/d$. The ratio that decides whether the foot flux doubles also decides whether the patch has a recognisable edge.

A bend in the wall also changes the outer part of the patch. Suppose that the tilt varies with height, $d=d(z)$. The wall is then $x=-s(z)$ with $s(0)=0$ and $ds/dz=\tan d(z)$. Each small piece reflects as a flat mirror with the local tilt, and the ion from height $z$ lands at

$$x(z)=z\tan 2d(z)-s(z).$$

Differentiating, with $d'=d\,d(z)/dz$ the rate of change of the tilt, gives

$$\frac{dx}{dz}=\tan2d+\frac{2z\,d'}{\cos^22d}-\tan d .$$

Conservation of ions, $J_r|dx|=J\,ds$, now leads to

$$\frac{J_r}{J}=\frac{\tan d}{\left|\tan2d-\tan d+2z\,d'/\cos^22d\right|},$$

provided that no reflected ion strikes the wall again and that ions from different heights do not land at the same place. The flux beside a straight, perfectly reflecting wall is thus established, with its dependence on angular spread and a formula for bent walls; what remains is to apply that formula and to examine imperfect reflection, energy loss, charging, the sheath and the meaning for the etch rate.

Numerical values quoted here were computed with a short program.
